# Positronium hyperfine splitting at order mα⁵, assembled piece by piece

**Question.** I can derive the leading positronium ground-state hyperfine splitting, $\frac{7}{12}mc^2\alpha^4$, from the spin-spin interaction plus virtual annihilation. At the next order I am stuck. Multiplying the spin-spin term by $(1+a_e)^2$ is easy, but the box diagram and the annihilation vertex both diverge for a pair at rest, and I cannot see where a finite coefficient comes from, or how two-photon annihilation, which I know as a decay, shifts a level. What is the coefficient of $mc^2\alpha^5$, and how does each part arise?

**Answer.** The divergences are Coulomb rescattering, already contained in the wave function. What is left after removing them comes from loop momenta of order $m$ and acts as a contact potential.

**Matching**

Loops use $\hbar=c=1$, metric $(+---)$, Feynman gauge, $e^2=4\pi\alpha$, Dirac representation, $\bar uu=1$, on-shell renormalization and a photon mass $\lambda\ll m$. The splitting is $\Delta=\mathrm{Re}[E(1^3S_1)-E(1^1S_0)]$.

The potential is $V=-\mathcal M$. For charges $e_1,e_2$ the tree graph is $i\mathcal M=(-ie_1)(-ie_2)(-i/q^2)J_1\cdot J_2$, and $q^2=-\mathbf q^2$ gives $V=e_1e_2J_1\cdot J_2/\mathbf q^2$, Coulomb's law. At one loop the contact potential is the QED amplitude for a pair at rest minus the second Born term of the nonrelativistic theory (NRQED) at the same $\lambda$. Pure power divergences of the NRQED integrals, which arise, for example, when the spin-spin or the annihilation potential is iterated with itself, are set to zero, as in dimensional regularization. A constant $V$ shifts the level by $V|\psi(0)|^2$, where $|\psi(0)|^2=1/\pi a^3=m^3\alpha^3/8\pi$ for $a=2/m\alpha$.

The one-loop $e^+e^-$ graphs are vertex (with leg) corrections, vacuum polarization, box and crossed box, each in the exchange and the annihilation channel. In the exchange channel, vacuum polarization and the slope of $F_1$ are of size $\alpha\mathbf q^2/m^2$, up to an infrared logarithm in the slope: on the Coulomb term they are spin independent and cancel in $\Delta$ at the order kept here. On the spin-spin term they cost a relative $\alpha^2$, not $\alpha^3$ as $|\mathbf q|\sim m\alpha$ would suggest, because the average of $\mathbf q^2$ in an S state grows linearly with the largest momentum and is cut off only at $|\mathbf q|\sim m$. That is $m\alpha^6$ up to logarithms, beyond the present order. Photons of energy $m\alpha^2$ couple at leading order to the electric dipole, which ignores spin. For magnetic exchange at $|\mathbf k|\sim m\alpha$, the first retardation correction to the spin-spin term is proportional to $[j_1,[H,j_2]]$, with $j_1,j_2$ the spin currents of the two particles and $H$ the nonrelativistic Hamiltonian. It vanishes, because $j_2$ commutes with the Coulomb potential and $[H,j_2]$ therefore contains only operators of particle 2.

**Leading order**

With $u\simeq(\xi,\boldsymbol\sigma\cdot\mathbf p\,\xi/2m)$ and $\sigma^i\sigma^j=\delta^{ij}+i\epsilon^{ijk}\sigma^k$, the current is $\bar u'\boldsymbol\gamma u=\xi'^\dagger[\mathbf p+\mathbf p'+i\boldsymbol\sigma\times\mathbf q]\xi/2m$. The Pauli term $a\,i\sigma^{\mu\nu}q_\nu/2m$ adds $a\,i\boldsymbol\sigma\times\mathbf q/2m$, since $\sigma^{ij}=\epsilon^{ijk}\Sigma^k$ and $q_j=-q^j$. Let the partner have mass $M$, opposite charge and transfer $-\mathbf q$. Then $-\mathbf j_1\cdot\mathbf j_2=-(1+a)^2(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q)/4mM$. In an S state the angular average is $\frac23\mathbf q^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$, which removes the tensor part, and the spin-orbit term vanishes. With $e_1e_2=-4\pi\alpha$,
$$V_F=\frac{2\pi\alpha}{3mM}(1+a)^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2 .$$
Triplet minus singlet of $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ is $4$, so $E_F=4\cdot\frac{2\pi\alpha}{3m^2}\cdot\frac{m^3\alpha^3}{8\pi}=m\alpha^4/3$ for $M=m$, $a=0$.

For annihilation at rest $u=(\xi,0)$, $v=(0,\eta)$, so $\bar v\gamma^0u=0$ and $\bar v\boldsymbol\gamma u=\eta^\dagger\boldsymbol\sigma\xi=\mathrm{Tr}(\Phi\boldsymbol\sigma)$ with $\Phi=\xi\eta^\dagger$. The singlet is $\Phi=1/\sqrt2$, the triplet $\Phi=\boldsymbol\epsilon\cdot\boldsymbol\sigma/\sqrt2$, so $|\mathbf j|^2=0$ and $2$. Second-order perturbation theory fixes the sign: the two time orderings give $e^2|\mathbf j|^2\frac1{2\omega}\big[\frac1{E-\omega}-\frac1{E+\omega}\big]=e^2|\mathbf j|^2/(E^2-\omega^2)$ with $E=2m$, $\omega\to0$. Thus $V_A=2\pi\alpha/m^2$ and $E_A=m\alpha^4/4$. The Feynman rule $i\mathcal M=s(-ie)^2(-i/4m^2)(-|\mathbf j|^2)$ reproduces this for fermion sign $s=+1$, which then holds for every graph with the same two fermion lines.

**The vertex and the anomalous moment**

Set $m=1$. With photon momentum $\kappa$, the factors $(-i)(-ie)^2i^2=-ie^2$ give
$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^4\kappa}{(2\pi)^4}\frac{N^\mu}{(\kappa^2-\lambda^2)(\kappa^2+2p\kappa)(\kappa^2+2p'\kappa)} .$$
The Dirac equation turns $\bar u'\gamma^\nu(\not p'+1)$ into $2p'^\nu\bar u'$, and likewise on the right, so
$$N^\mu=[2p'^\nu+\gamma^\nu\not\kappa]\gamma^\mu[2p_\nu+\not\kappa\gamma_\nu]=4pp'\gamma^\mu+2\gamma^\mu\not\kappa\not p'+2\not p\not\kappa\gamma^\mu-2\not\kappa\gamma^\mu\not\kappa .$$
Feynman parameters $z,x,y$ give $2/(\ell^2-D)^3$ with $\kappa=\ell-xp-yp'$ and $D=w^2-xyq^2+z\lambda^2$. Here $w=x+y=1-z$, $x-y=wt$, and for integrands even in $t$ the measure is $w\,dw\,dt$ on the unit square. The $\ell^2$ part of $N^\mu$ is $-2\cdot\frac{\ell^2}4\gamma^\alpha\gamma^\mu\gamma_\alpha=\ell^2\gamma^\mu$. Wick rotation ($d^4\ell=i\pi^2u\,du$, $u=-\ell^2$) gives $\int\frac{d^4\ell}{(2\pi)^4}(\ell^2-D)^{-3}=-i/32\pi^2D$, and with $\ell^2$ upstairs $\frac{i}{16\pi^2}\ln(\Lambda^2/D)$ plus a constant. Writing $N^\mu(\ell=0)=-2n^\mu$,
$$\delta\Gamma^\mu=\frac\alpha{2\pi}\int w\,dw\,dt\Big[\gamma^\mu\ln\frac{\Lambda^2}D+\frac{n^\mu}D\Big].$$

To first order in $q$, the part of $\kappa$ odd in $t$ integrates to zero, so $\kappa=-w\bar p$ with $\bar p=(p+p')/2$, $\bar p^2=pp'=1$. From $\not p'=2\not{\bar p}-\not p$, $\gamma^\mu\not{\bar p}\not p'\to\gamma^\mu(2-\not{\bar p})$; adding the mirror term gives $4\gamma^\mu-2\bar p^\mu$. Also $\not{\bar p}\gamma^\mu\not{\bar p}=2\bar p^\mu\not{\bar p}-\gamma^\mu\to2\bar p^\mu-\gamma^\mu$. Hence $N^\mu=(4-8w+2w^2)\gamma^\mu+4wz\,\bar p^\mu$. The Gordon identity $\bar p^\mu\to\gamma^\mu-i\sigma^{\mu\nu}q_\nu/2$ yields
$$n^\mu=(w^2+2w-2)\gamma^\mu+2wz\,\frac{i\sigma^{\mu\nu}q_\nu}2 .$$
The Pauli term is infrared finite, so $D=w^2$ and $a=\frac\alpha{2\pi}\int_0^12z\,dw=\alpha/2\pi$. The shift of $\Delta$ is $2aE_F=+\frac13m\alpha^5/\pi$. The $\gamma^\mu$ term, $\delta F_1(0)$, is cancelled by the leg factor $\delta Z_2$: differentiating the self-energy integrand gives $\partial\Sigma/\partial p_\mu=-\delta\Gamma^\mu(q=0)$, the Ward identity.

**Two-photon exchange**

Keep masses $m,M$, momenta $p=(m,\mathbf0)$, $P=(M,\mathbf0)$. The factors $(-i)^2(e_1e_2)^2(-i)^4i^2=e^4$ and $d^4k=i\,d^4K$ ($k_0=iKc$, $c=\cos\theta$, $k^2=-K^2$) give
$$\mathcal M=e^4\!\int\!\frac{d^4K}{(2\pi)^4}\frac{\tfrac12T_1^{\mu\nu}(k)T_{2\mu\nu}(-k)}{(K^2+\lambda^2)^2},\quad T_1^{\mu\nu}=\frac{\gamma^\mu(\not p+\not k+m)\gamma^\nu}{k^2+2mk_0}+\frac{\gamma^\nu(\not p-\not k+m)\gamma^\mu}{k^2-2mk_0}.$$
The $\frac12$ is there because the product contains box and crossed box twice each. The rotation crosses no pole: those of the first fermion line, $\pm(\sqrt{m^2+\mathbf k^2}-m-i0)$ and $\pm(\sqrt{m^2+\mathbf k^2}+m-i0)$, lie in the fourth and second quadrants, and so do those of the second line, with $M$ for $m$, and of the photons.

Between rest spinors $\gamma^\mu(\not p+m)\gamma^\nu\to2p^\mu p^\nu/m$, and the symmetric part $k^\mu\gamma^\nu+k^\nu\gamma^\mu-g^{\mu\nu}\not k$ of $\gamma^\mu\not k\gamma^\nu$ is also spin independent. The antisymmetric part $A^{\mu\nu}$ consists of products of three different matrices. The product $\gamma^1\gamma^2\gamma^3$ is block off-diagonal and drops, and $\gamma^i\gamma^j=-i\epsilon^{ijk}\Sigma^k$ gives $A^{ij}=ik_0\epsilon^{ijk}\sigma^k$, $A^{0j}=-A^{j0}=-i(\mathbf k\times\boldsymbol\sigma)^j$. Averaged over directions of $\mathbf k$,
$$A_1^{\mu\nu}A_{2\mu\nu}=2\big(-k_0^2+\tfrac23\mathbf k^2\big)\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=\tfrac23K^2(2+c^2)\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2 .$$
In the second term of $T_1$ the index swap and $k\to-k$ compensate, so the denominators add: $2k^2/(k^4-4m^2k_0^2)=-2/(K^2+4m^2c^2)$. The other line carries $-k$ and gives $+2A_2/(K^2+4M^2c^2)$. The spin-spin part of $\frac12T_1T_2$ is therefore $-\frac43K^2(2+c^2)/[(K^2+4m^2c^2)(K^2+4M^2c^2)]$. With $d^4K=4\pi K^3dK\sqrt{1-c^2}\,dc$ the prefactor of $V$ is $16\pi^2\alpha^2\cdot4\pi\cdot\frac43/16\pi^4=16\alpha^2/3\pi$, and dividing by $2\pi\alpha/3mM$,
$$\frac{V}{V_F}=\frac{8\alpha mM}{\pi^2}\!\int\!\frac{K^5dK}{(K^2+\lambda^2)^2}\int_{-\infty}^\infty\!\frac{g(c)\,dc}{(K^2+4m^2c^2)(K^2+4M^2c^2)},$$
where $g=\sqrt{1-c^2}(2+c^2)$ for $|c|<1$ and zero outside.

Split $g=2+(g-2)$. For the constant, partial fractions give $\int dc\,[(K^2+a^2c^2)(K^2+b^2c^2)]^{-1}=\pi/K^3(a+b)$ with $a+b=2(m+M)$, and $\int K^2dK/(K^2+\lambda^2)^2=\pi/4\lambda$. The contribution is $\frac{8\alpha mM}{\pi^2}\frac{\pi^2}{4\lambda(m+M)}=2\alpha\mu/\lambda$, with $\mu$ the reduced mass. In NRQED the spin-spin potential becomes $V_F\,\mathbf k^2/(\mathbf k^2+\lambda^2)$, and its two cross terms with the Yukawa potential, through the propagator $-2\mu/\mathbf k^2$, give
$$2\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi\alpha}{\mathbf k^2+\lambda^2}\frac{2\mu}{\mathbf k^2}\frac{\mathbf k^2}{\mathbf k^2+\lambda^2}=\frac{8\alpha\mu}\pi\frac\pi{4\lambda}=\frac{2\alpha\mu}\lambda .$$
The divergence is removed whole. Since $g-2=O(c^2)$, the rest allows $\lambda\to0$ and the $K$ integral first: $\int K\,dK/[\dots]=\ln(M/m)/[4(M^2-m^2)c^2]$. The angular integral $\int(g-2)dc/c^2$ has $\pi/2$ from $\sqrt{1-c^2}$, then $2\int_{-1}^1(\sqrt{1-c^2}-1)dc/c^2=2(2-\pi)$ by parts, and $-4$ from $|c|>1$, in total $-3\pi/2$. So
$$\frac{V_{2\gamma}}{V_F}=-\frac{3\alpha}\pi\frac{mM}{M^2-m^2}\ln\frac Mm .$$
For $M\gg m$ this falls like $(m/M)\ln(M/m)$: it is a recoil effect. For $M=3m$ it is $-\frac98\ln3=-1.235939$ in units $\alpha/\pi$. For $M\to m$, $\ln(M/m)/(M^2-m^2)\to1/2m^2$, the ratio is $-3\alpha/2\pi$, and the shift is $-\frac12m\alpha^5/\pi$. Quadrature at three small $\lambda$, fitted to $a/\lambda+b+c\lambda$, reproduces the NRQED pole and the constant for both mass ratios; the printed $-1.500001$ differs from $-3/2$ by $10^{-6}$, inside the tolerance $10^{-5}$.

**One-photon annihilation: vertices**

Take $p'=(1,\mathbf0)\equiv r$, $p=-r$, $q^2=4$ and a spatial index. At $\ell=0$, $\kappa=wt\,r$. Then $4pp'=-4$, the two linear terms are $\pm2wt\gamma^i$ and cancel, and $\not r\gamma^i\not r\to-\gamma^i$ between $\bar u$ and $v$. So $n^i=(2-w^2t^2)\gamma^i$, and $xyq^2=w^2(1-t^2)$ gives $D=w^2t^2+z\lambda^2$. Subtracting $\delta F_1(0)$, with $D_0=w^2+z\lambda^2$, the vertex is $(1+G)\gamma^i$,
$$G=\frac\alpha{2\pi}\int w\,dw\,dt\Big[\ln\frac{D_0}D-\frac{w^2t^2}D+\frac{2-2w-w^2}{D_0}+\frac2D\Big].$$
As $\lambda\to0$ the first term gives $\frac12\int(-2\ln t)dt=1$, the second $-\frac12$, the third $2\ln(1/\lambda)-2-\frac12$. In the fourth, the $t$ integral leaves $\frac2\lambda\int dw\,z^{-1/2}[\frac\pi2-\arctan(\lambda\sqrt z/w)]$. The $\pi/2$ gives $2\pi/\lambda$. For the rest cut at $\lambda\ll w_0\ll1$. Above, the arctangent equals its argument and gives $-2\ln(1/w_0)$. Below, $z=1$ and $\int_0^{w_0}\arctan(\lambda/w)dw=w_0\arctan(\lambda/w_0)+\frac\lambda2\ln(1+w_0^2/\lambda^2)$ gives $-2-2\ln(w_0/\lambda)$. The logarithms of $\lambda$ cancel against the third term, as expected for a neutral pair at rest, and the constants are $1-\frac12-\frac52-2=-4$:
$$G=\frac{\alpha m}\lambda-\frac{2\alpha}\pi .$$
The NRQED iteration is $\int\frac{d^3k}{(2\pi)^3}\frac{4\pi\alpha}{\mathbf k^2+\lambda^2}\frac m{\mathbf k^2}=\frac{2\alpha m}\pi\frac\pi{2\lambda}=\alpha m/\lambda$.

NRQED also has loops with $k_0\sim|\mathbf k|\sim\lambda$, which might hide a constant. Dimensional regularization settles this, because at $\lambda=0$ the NRQED loops at threshold have no scale and vanish. Take $d=4-2\epsilon$, $D_\pm=\kappa^2\pm2r\kappa$. A parameter $x$ on $D_+$ shifts the mass term to $x^2$; the momentum integral and a Beta function give
$$I_{ab}=\int\!\frac{d^d\kappa}{i\pi^{d/2}}\frac1{(-\kappa^2)^a(-D_+)^b}=\frac{\Gamma(a+b-\frac d2)\Gamma(d-2a-b)}{\Gamma(b)\Gamma(d-a-b)},$$
which is zero for $b\le0$. In units of $\Gamma(\epsilon)$: $I_{01}=-\frac1{1-\epsilon}$, $I_{02}=1$, $I_{11}=\frac1{1-2\epsilon}$, $I_{12}=-\frac12$, $I_{21}=\frac1{2(1+2\epsilon)}$, $I_{-1,2}=-\frac{3-2\epsilon}{1-\epsilon}$. The prefactor is $\frac{\alpha}{4\pi}(-1)^{a+b}$. With $\gamma^\nu\gamma^\alpha\gamma_\nu=(2-d)\gamma^\alpha$, and the linear terms summing to $-4\kappa^i$, which is odd, the transverse average gives
$$N=-4+(2-d)\Big[\frac{2(\kappa^2-(r\kappa)^2)}{d-1}-\kappa^2\Big].$$
Since $D_++D_-=2\kappa^2$ and $N$ is even, $1/D_+D_-\to1/\kappa^2D_+$. Inserting $r\kappa=(D_+-\kappa^2)/2$,
$$4I_{21}+\tfrac{(2-d)(3-d)}{d-1}I_{11}+\tfrac{2-d}{2(d-1)}I_{01}=\tfrac2{1+2\epsilon}+\tfrac{d-2}{d-1}+\tfrac1{d-1}.$$
At $q=0$, projecting on $r_\mu$, $N=4+4r\kappa+(2-d)[2(r\kappa)^2-\kappa^2]$ over $\kappa^2D_+^2$, so
$$-4I_{12}+2I_{11}-2I_{02}+(2-d)\big[I_{01}-\tfrac12I_{-1,2}-I_{02}\big]=\tfrac2{1-2\epsilon}+1 .$$
The difference is $\frac2{1+2\epsilon}-\frac2{1-2\epsilon}\to-8\epsilon$, so $G=\frac\alpha{4\pi}(-8\epsilon)\Gamma(\epsilon)\to-2\alpha/\pi$. The two regulators agree, so no constant was hidden. Two vertices shift $\Delta$ by $-4\frac\alpha\pi E_A=-m\alpha^5/\pi$.

**One-photon annihilation: vacuum polarization**

Write the propagator as $-ig_{\mu\nu}/q^2(1-\hat\Pi)$ with $\hat\Pi(0)=0$. A photon of squared mass $s$ decaying at rate $\Gamma$ has denominator imaginary part $\sqrt s\,\Gamma=-s\,\mathrm{Im}\hat\Pi$. The trace $\mathrm{Tr}[(\not p+1)\gamma^\mu(\not p'-1)\gamma_\mu]=-8pp'-16=-4(s+2)$, averaged over three polarizations, with phase space $\beta/8\pi$ and $s=4/(1-\beta^2)$, gives $\sqrt s\,\Gamma=\frac\beta{16\pi}4\pi\alpha\frac43(s+2)$, so $\mathrm{Im}\hat\Pi=-\alpha\beta(3-\beta^2)/6$. This tends to a constant, $\hat\Pi$ grows logarithmically, and Cauchy's theorem for $\hat\Pi/q^2$ gives $\hat\Pi(q^2)=\frac{q^2}\pi\int ds\,\mathrm{Im}\hat\Pi/s(s-q^2)$. At $q^2=4$, $ds/s(s-4)=d\beta/2\beta$, and
$$\hat\Pi(4m^2)=-\frac\alpha{3\pi}\int_0^1(3-\beta^2)d\beta=-\frac{8\alpha}{9\pi}.$$
The Feynman-parameter form of $\hat\Pi$ gives the same number numerically. Below threshold, $q^2=4(1-\kappa^2)$, the integrand near $\beta=0$ gains the factor $\beta^2/(\beta^2+\kappa^2)$, which shifts $\hat\Pi$ by $\frac\alpha\pi\int\kappa^2d\beta/(\beta^2+\kappa^2)=\alpha\kappa/2$. The bound-state mass $2-\alpha^2/4$ means $\kappa=\alpha/2$, so evaluating at threshold errs at relative order $\alpha^2$. The shift is $-\frac29$, and the one-photon total is $\frac14(-4-\frac89)=-\frac{11}9$, in units $m\alpha^5/\pi$.

**Two-photon annihilation**

Give the photons momenta $r\pm k$. The internal fermion carries $\mp k$, both graphs share the denominator $k^2-1$, and
$$T^{\mu\nu}=\bar v[\gamma^\mu(1-\not k)\gamma^\nu+\gamma^\nu(1+\not k)\gamma^\mu]u=\bar v[2g^{\mu\nu}-2A^{\mu\nu}]u .$$
At rest $\bar vu=0$, and now the block off-diagonal product survives, $\bar v\gamma^1\gamma^2\gamma^3u=-i\,\mathrm{Tr}\Phi$. This is zero for the triplet, as charge conjugation requires, and of modulus $\sqrt2$ for the singlet, where $|T^{ij}|=2\sqrt2|\epsilon^{ilj}k^l|$ and $T^{\mu\nu}T^*_{\mu\nu}=8\cdot2\mathbf k^2=16\mathbf k^2$. The creation side is the conjugate tensor. With $s=+1$, factors $e^4$ as before and $\frac12$ for identical photons,
$$i\mathcal M=8e^4I,\qquad I=\int\!\frac{d^4k}{(2\pi)^4}\frac{\mathbf k^2}{(k^2-1)^2(k+r)^2(k-r)^2}.$$
Use parameters $x_1,x_2$ for the photons and $1-w$ for the squared denominator, with weight $3!\,(1-w)$, $x_1+x_2=w$, $x_1-x_2=wt$. Completing the square in $k^2+2wt\,rk+2w-1$ gives $D=w^2t^2+1-2w-i0$; the shift leaves $\mathbf k$ unchanged. With $\boldsymbol\ell^2\to\frac34u$ the momentum integral is $\frac{i}{16\pi^2}\frac34\int u^2du/(u+D)^4=i/64\pi^2D$. So $I=6iF/64\pi^2$, $\mathcal M=8\cdot16\pi^2\alpha^2\cdot6F/64\pi^2$, and
$$V=-\frac{12\alpha^2}{m^2}F,\qquad F=\int\frac{w(1-w)\,dw\,dt}{w^2t^2+1-2w-i0}.$$
For $w<\frac12$ put $b^2=1-2w$. The $t$ integral is $\arctan(w/b)/wb$, with $\arctan\frac{1-b^2}{2b}=\frac\pi2-2\arctan b$, and integration by parts, with vanishing boundary terms, gives
$$\int_0^1\!\frac{1+b^2}2\Big(\frac\pi2-2\arctan b\Big)db=\int_0^1\!\frac{b+b^3/3}{1+b^2}db=\frac16+\frac{\ln2}3 .$$
For $w>\frac12$ put $h^2=2w-1$, so that $w\mp h=(1\mp h)^2/2$. The $t$ integral has a pole at $t=h/w<1$ and equals $\frac1{wh}[\ln\frac{1-h}{1+h}+\frac{i\pi}2]$, and the weight becomes $\frac{1-h^2}2dh$. The imaginary part is $\frac\pi2\cdot\frac13$. For the real part use the antiderivative $-(1-h)^2(h+2)/6$, which vanishes at $h=1$: the result is $-\frac13\int_0^1\big(\frac2{1+h}-h\big)dh=\frac16-\frac23\ln2$. Thus $F=\frac13(1-\ln2)+\frac{i\pi}6$, confirmed numerically from the $k_0$ residues of $I$ with a rotated $|\mathbf k|$ contour. Multiplying by $|\psi(0)|^2$,
$$\delta E(1^1S_0)=-\frac{m\alpha^5}\pi\Big[\frac{1-\ln2}2+\frac{i\pi}4\Big].$$
Decay and shift are the imaginary and real parts of one amplitude, and $\delta E=\dots-i\Gamma/2$ requires $\Gamma=m\alpha^5/2$. Independently, for real photons $k=(0,\mathbf k)$, $|\mathbf k|=1$, $k^2-1=-2$, and $T^{ij}$ is transverse, so $\sum|\mathcal M|^2=16e^4/4$ and $\Gamma=|\psi(0)|^2\frac12\frac1{8\pi}64\pi^2\alpha^2=m\alpha^5/2$. This confirms normalization and sign. The singlet is lowered, so $\Delta$ gains $+\frac12(1-\ln2)$.

**Sum and numbers**

In units $m\alpha^5/\pi$ the $-\frac12$ of the exchange cancels the $+\frac12$ of two-photon annihilation, and $\frac13-\frac{11}9=-\frac89$:
$$\Delta=mc^2\alpha^4\Big[\frac7{12}-\frac\alpha\pi\Big(\frac89+\frac12\ln2\Big)\Big].$$
The logarithm comes from two-photon annihilation alone.

In SI, $a=2\hbar/mc\alpha=1.05835\times10^{-10}$ m and $|\psi(0)|^2=2.68508\times10^{29}\ \mathrm{m^{-3}}$. The Fermi term is $4\cdot\frac23\mu_0\mu_B^2|\psi(0)|^2/h=116792.4$ MHz, one third of $mc^2\alpha^4/h=350377.08$ MHz. Annihilation adds a quarter, $87594.3$ MHz, for $204386.6$ MHz (the last digit reflects rounding of the parts). The next unit is $350377.08\times2.3228195\times10^{-3}=813.863$ MHz:

- anomalous moment, $+0.33333$: $+271.29$ MHz
- two-photon exchange, $-0.50000$: $-406.93$ MHz
- annihilation vertices, $-1.00000$: $-813.86$ MHz
- vacuum polarization, $-0.22222$: $-180.86$ MHz
- two-photon annihilation, $+0.15343$: $+124.87$ MHz

The numerically integrated pieces sum to $-1.23546$, and the closed form gives $-1.2354625\times813.863=-1005.50$ MHz, or $-0.492\%$ of the leading value. The anomalous moment and two-photon annihilation have the opposite sign to the full correction, whose largest part is the pair of annihilation vertices. Then $\Delta/h=204386.6-1005.5=203381.1$ MHz, about $203.38$ GHz or $1.3476\times10^{-22}$ J. The singlet lifetime at this order is $\hbar/\Gamma=1/(\pi^2\times813.863\ \mathrm{MHz})=1.245\times10^{-10}$ s. The numerical output below lists the intermediate values.

This is not the full QED prediction. It leaves out two-loop matching, second-order perturbation theory in the $m\alpha^4$ operators, three-photon annihilation and relativistic corrections to the contact terms. Their unit is $mc^2\alpha^6/h=18.66$ MHz, a scale and not a bound, since coefficients and logarithms of $\alpha$ are not computed here, so the tens digit in MHz and all digits below it belong to the truncated series only. The treatment needs $m\alpha\ll m$ to separate atomic momenta from the contact region, and no external magnetic field, which would mix the singlet with the triplet state of $S_z=0$.

## Table of computed values

```
alpha = 7.2973525643e-03, alpha/pi = 2.3228195e-03
m c^2 = 8.18710579e-14 J
positronium Bohr radius = 1.0583544e-10 m
|psi(0)|^2 = 2.685077e+29 m^-3
m c^2 alpha^4/h = 350377.08 MHz
m c^2 alpha^5/(pi h) = 813.863 MHz
m c^2 alpha^6/h = 18.66 MHz
Fermi term = 0.333333 m c^2 alpha^4 -> 116792.4 MHz
LO annihilation = 0.250000 m c^2 alpha^4 -> 87594.3 MHz
F2(0) = 0.50000000 alpha/pi = 1.1614097e-03
vertex: 1/lam coefficient 1.0000000, NRQED 1.0000000 (alpha m)
vertex constant: photon mass -2.000000, dim. reg. -2.000000 (alpha/pi)
Pi(4m^2): parameter -0.88888889, dispersion -0.88888889 (alpha/pi)
Pi shift below threshold / (alpha kappa) = 0.5000 at kappa = 1e-4
exchange M/m=1: 1/lam 1.0000000, NRQED 1.0000000 (alpha m); constant -1.500001 (alpha/pi)
exchange M/m=3: 1/lam 1.5000000, NRQED 1.5000000 (alpha m); constant -1.235939 (alpha/pi)
T T*/k^2 singlet = 16.000000, |j|^2 triplet = 2.000000
F = 0.10228427 + 0.52359878 i
para 2-photon shift = -0.1534264 -0.7853982 i (m c^2 alpha^5/pi)
tree 2-photon width = 0.5000000 m c^2 alpha^5
para lifetime = 1.24494e-10 s
anomalous moment: +0.33333 -> +271.29 MHz
two-photon exchange: -0.50000 -> -406.93 MHz
annihilation vertices: -1.00000 -> -813.86 MHz
annihilation vac. pol.: -0.22222 -> -180.86 MHz
two-photon annihilation: +0.15343 -> +124.87 MHz
one-photon annihilation sum: -1.22222 -> -994.72 MHz
sum of pieces -1.23546, closed form -1.2354625 -> -1005.50 MHz
leading order = 204386.6 MHz
relative correction = -4.91958e-03
through m alpha^5 = 203381.1 MHz = 203.3811 GHz = 1.347618e-22 J
```
